# The axial anomaly from Fujikawa's Jacobian and its cutoff independence

**Q:** A massless Dirac action does not change under a constant chiral rotation, so Noether's argument gives a conserved axial current. Where could a nonzero divergence come from?

**A:** Noether's argument uses the action. The quantum theory also has an integration measure, and that must be rotated too. I start with the action, to fix signs.

I work in flat Euclidean four-space with $\hbar=c=1$. The field $\psi$ has charge $e$ and mass $m$ and moves in a given smooth U(1) potential $A_\mu$, which is not quantized. The matrices $\gamma_\mu$ are hermitian, with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$ and $\gamma_5=\gamma_1\gamma_2\gamma_3\gamma_4$, which anticommutes with each $\gamma_\mu$. Further,

$$D_\mu=\partial_\mu-ieA_\mu,\quad \not D=\gamma_\mu D_\mu,\quad S=\int d^4x\,\bar\psi(\not D+m)\psi,$$

and the weight is $e^{-S}$. Let $\psi'=e^{i\alpha\gamma_5}\psi$ and $\bar\psi'=\bar\psi e^{i\alpha\gamma_5}$, with $\alpha(x)$ small and of compact support. Since $e^{i\alpha\gamma_5}\gamma_\mu=\gamma_\mu e^{-i\alpha\gamma_5}$, the two exponentials cancel in the kinetic term, except where the derivative acts on $\alpha$:

$$e^{i\alpha\gamma_5}\not D\,(e^{i\alpha\gamma_5}\psi)=\not D\psi+i(\partial_\mu\alpha)\gamma_\mu\gamma_5\psi .$$

In the mass term they add, giving $m\,e^{2i\alpha\gamma_5}$. With $J_{5\mu}=\bar\psi\gamma_\mu\gamma_5\psi$ and $P=\bar\psi\gamma_5\psi$, first order in $\alpha$ and one integration by parts give

$$\delta S=i\int d^4x\,\alpha\,(-\partial_\mu J_{5\mu}+2mP).$$

If the measure were invariant, $\langle\delta S\rangle=0$ would yield your conservation law at $m=0$.

**Q:** Then show me that the measure changes.

**A:** Put the system in a large periodic box. There $\not D$ is antihermitian and has orthonormal modes $\not D\varphi_n=i\lambda_n\varphi_n$ with real $\lambda_n$. Expand $\psi=\sum a_n\varphi_n$ and $\bar\psi=\sum\bar b_n\varphi_n^\dagger$. The rotation gives $a'_n=\sum_m C_{nm}a_m$ with

$$C_{nm}=\delta_{nm}+i\int d^4x\,\alpha\,\varphi_n^\dagger\gamma_5\varphi_m ,$$

and $\bar b'_n=\sum_m\bar b_mC_{mn}$. For one Grassmann variable, $\int da\,a=1$. If $a'=ca$, then $\int da'\,a'=1$ requires $da'=c^{-1}da$. The measure therefore carries the inverse determinant, once for $\psi$ and once for $\bar\psi$. With $\det C=e^{{\rm Tr}\ln C}$ to first order,

$$d\bar\psi'd\psi'=d\bar\psi\,d\psi\,\exp\Big(-2i\int d^4x\,\alpha\,\mathcal A\Big),\qquad \mathcal A(x)=\sum_n\varphi_n^\dagger\gamma_5\varphi_n .$$

Renaming integration variables cannot change the integral, so the first-order terms cancel: $-2i\int\alpha\mathcal A-\langle\delta S\rangle=0$. As $\alpha$ is arbitrary,

$$\partial_\mu\langle J_{5\mu}\rangle=2m\langle P\rangle+2\mathcal A .$$

**Q:** But completeness turns your $\mathcal A$ into $\delta^4(0)\,{\rm tr}\,\gamma_5$, infinity times zero. You have derived nothing yet.

**A:** Agreed: the sum has no value until one says how the high modes are counted. I weight each mode by a smooth function of its own eigenvalue:

$$\mathcal A_M(x)=\sum_n f(\lambda_n^2/M^2)\,\varphi_n^\dagger\gamma_5\varphi_n={\rm tr}\,\gamma_5\langle x|f(-\not D^2/M^2)|x\rangle ,$$

with $f(0)=1$, so that modes far below $M$ keep full weight. I take $f$ and its derivatives to fall fast enough at infinity for the sums and integrals to converge. At the end $M\to\infty$.

**Q:** Why those modes? With plane waves, $f(-\partial^2/M^2)$ is proportional to the unit matrix and ${\rm tr}\,\gamma_5=0$. The anomaly is gone.

**A:** That choice breaks gauge covariance. Under $\psi\to e^{ie\theta}\psi$ and $A_\mu\to A_\mu+\partial_\mu\theta$, one has $\not D\to e^{ie\theta}\not De^{-ie\theta}$. Hence $f(-\not D^2/M^2)$ is conjugated by the same phase, and its diagonal element is invariant. The operator $f(-\partial^2/M^2)$ does not follow the phase: the modes it suppresses for one potential are not the gauge transforms of those it suppresses for an equivalent potential. Your zero thus belongs to a measure that depends on the gauge. Covariance alone does not settle the choice, however. With $D^2=D_\mu D_\mu$, the operator $f(-D^2/M^2)$ is covariant too, and it is also proportional to the unit matrix in spin space, so its $\gamma_5$ trace vanishes. But $D^2$ does not in general commute with $\not D$. A current regulated with it would have an additional commutator term in its divergence, so the zero trace would not mean a conserved current. A function of $\not D^2$ commutes with $\not D$ and leaves no such term. My claim concerns regulators of this kind, not every conceivable regulator.

**Q:** You still inserted $f$ after a formal manipulation. The regulated current might obey another identity.

**A:** We can regulate the current first and never mention a Jacobian. For $m\neq0$ the propagator is $\langle\psi\bar\psi\rangle=(\not D+m)^{-1}$. Moving $\bar\psi$ past $\psi$ costs a minus sign, so the regulated expectation values are

$$\langle J_{5\mu}\rangle_M=-\sum_n f_n\frac{\varphi_n^\dagger\gamma_\mu\gamma_5\varphi_n}{i\lambda_n+m},\qquad \langle P\rangle_M=-\sum_n f_n\frac{\varphi_n^\dagger\gamma_5\varphi_n}{i\lambda_n+m},$$

where $f_n=f(\lambda_n^2/M^2)$. In the divergence of the bilinear the potential cancels between $\varphi^\dagger$ and $\varphi$, so derivatives may be replaced by covariant ones:

$$\partial_\mu(\varphi_n^\dagger\gamma_\mu\gamma_5\varphi_n)=(\not D\varphi_n)^\dagger\gamma_5\varphi_n-\varphi_n^\dagger\gamma_5\not D\varphi_n=-2i\lambda_n\varphi_n^\dagger\gamma_5\varphi_n .$$

The minus sign in the middle comes from $\gamma_\mu\gamma_5=-\gamma_5\gamma_\mu$. Now use $i\lambda_n/(i\lambda_n+m)=1-m/(i\lambda_n+m)$:

$$\partial_\mu\langle J_{5\mu}\rangle_M=2\sum_n f_n\Big(1-\frac{m}{i\lambda_n+m}\Big)\varphi_n^\dagger\gamma_5\varphi_n=2\mathcal A_M+2m\langle P\rangle_M .$$

This is the same identity with the same sign, now at finite $M$.

**Q:** Then compute $\mathcal A_M$. The operator $\not D^2$ contains noncommuting pieces, and you want an arbitrary function of it.

**A:** First the square. Split $\gamma_\mu\gamma_\nu$ into $\delta_{\mu\nu}+\frac12[\gamma_\mu,\gamma_\nu]$. The antisymmetric part picks out $\frac12[D_\mu,D_\nu]=-\frac{ie}2F_{\mu\nu}$, with $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$. Hence

$$\not D^2=D^2-ieG,\qquad G=\tfrac12\gamma_\mu\gamma_\nu F_{\mu\nu}.$$

Evaluate the diagonal element with plane waves. Moving $e^{ikx}$ to the left through the operator replaces $D_\mu$ by $D_\mu+ik_\mu$, and $-(D+ik)^2=k^2-2ik\cdot D-D^2$. Rescaling $k\to Mk$ gives

$$\mathcal A_M=M^4\int\frac{d^4k}{(2\pi)^4}\,{\rm tr}\,\gamma_5 f(k^2+V)\,1,\qquad V=-\frac{2ik\cdot D}{M}-\frac{D^2}{M^2}+\frac{ieG}{M^2},$$

where the operators act on the constant function 1. Here $k^2$ is a number and commutes with $V$. The Taylor series $\sum_n f^{(n)}(k^2)V^n/n!$ therefore has no ordering problem; the order of factors matters only inside $V^n$. I use it as an asymptotic expansion in $1/M$, which requires a background that is smooth on the scale $1/M$.

**Q:** There are infinitely many terms, multiplied by $M^4$. Why does the result not diverge?

**A:** The trace removes the dangerous ones.

- With no $G$: ${\rm tr}\,\gamma_5={\rm tr}\,\gamma_5\gamma_1\gamma_1=-{\rm tr}\,\gamma_1\gamma_5\gamma_1=-{\rm tr}\,\gamma_5=0$.
- With one $G$: for $\mu\ne\nu$ take $\gamma_\rho$ with $\rho$ different from both. It commutes with $\gamma_\mu\gamma_\nu$ and anticommutes with $\gamma_5$, so by the same move ${\rm tr}\,\gamma_5\gamma_\mu\gamma_\nu=0$.

At least two factors $G$ are needed, and they already bring $M^{-4}$. Any further factor in $V$ brings more inverse powers of $M$. Only $\frac12f''(k^2)(ieG/M^2)^2$ survives the limit.

For its trace, a repeated index among the four matrices leads back to the vanishing cases. For distinct indices, ${\rm tr}\,\gamma_5\gamma_\mu\gamma_\nu\gamma_\rho\gamma_\sigma=4\epsilon_{\mu\nu\rho\sigma}$ with $\epsilon_{1234}=1$, because reordering $\gamma_5^2$ takes six exchanges and gives $+1$. The two factors $\frac12$ in $G^2$ cancel the 4:

$${\rm tr}\,\gamma_5G^2=\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}.$$

Therefore

$$\mathcal A=-\frac{e^2}{2}\,\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}\int\frac{d^4k}{(2\pi)^4}f''(k^2).$$

**Q:** The function $f$ is still there. A cutoff with a different shape has a different second derivative.

**A:** But not a different integral. With $s=k^2$, the four-dimensional measure is $2\pi^2k^3dk=\pi^2s\,ds$, so

$$\int\frac{d^4k}{(2\pi)^4}f''(k^2)=\frac1{16\pi^2}\int_0^\infty s f''(s)\,ds=\frac1{16\pi^2}\Big(\big[sf'\big]_0^\infty-\int_0^\infty f'(s)\,ds\Big)=\frac{f(0)}{16\pi^2}.$$

The boundary term vanishes because $sf'\to0$ at infinity, and the last step uses $f(\infty)=0$. Four dimensions supply one power of $s$, and the two field insertions supply two derivatives. Together they leave a total derivative, which knows $f$ only at its ends. With $f(0)=1$,

$$\mathcal A=-\frac{e^2}{32\pi^2}\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma},\qquad \partial_\mu\langle J_{5\mu}\rangle=2m\langle P\rangle-\frac{e^2}{16\pi^2}\epsilon_{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma}.$$

**Q:** How is this regulator related to the heat kernel of $\not D^2$?

**A:** It is the case $f=e^{-s}$. Define $h(\tau)={\rm tr}\,\gamma_5\langle x|e^{\tau\not D^2}|x\rangle$. The expansion above with $M^2=1/\tau$ says $h(\tau)=\mathcal A+\tau h_1+\dots$, with no inverse powers of $\tau$. Odd powers of $1/M$ come with an odd number of factors $k_\mu$ and vanish in the angular integral, so only whole powers of $\tau$ appear. If $f(s)=\int_0^\infty dt\,g(t)e^{-ts}$, then

$$\mathcal A_M=\int_0^\infty dt\,g(t)\,h(t/M^2)=f(0)\,\mathcal A-f'(0)\frac{h_1}{M^2}+\dots,$$

since $\int g=f(0)$ and $\int tg=-f'(0)$. The first term is independent of the shape because the $\gamma_5$ trace of the heat kernel starts at $\tau^0$.

The second term has this form for other smooth $f$ too. At relative order $M^{-2}$, a term from $V^n$ contains $2n-6$ factors of $k$, and its radial integral is $\int s^{n-2}f^{(n)}ds$. Integrating by parts $n-2$ times leaves a number times $f'(0)$. The exponential then fixes the common coefficient. One order further, the same steps leave $f''(0)$.

**Q:** I would trust the sign and the factor more if I could count something.

**A:** Take uniform fields with $eF_{12}$ and $eF_{34}$ positive. Let $\Sigma_{12}=-i\gamma_1\gamma_2$ and $\Sigma_{34}=-i\gamma_3\gamma_4$, with eigenvalues $\pm1$. Then

$$-\not D^2=-D^2-eF_{12}\Sigma_{12}-eF_{34}\Sigma_{34},\qquad \gamma_5=(i\Sigma_{12})(i\Sigma_{34})=-\Sigma_{12}\Sigma_{34}.$$

Write $B=eF_{12}$ and choose $eA_2=Bx_1$. On $e^{ipx_2}$ the orbital part in this plane is $-\partial_1^2+(p-Bx_1)^2$, an oscillator with levels $(2n+1)B$ centred at $x_1=p/B$. In a square of side $L$, $p$ has spacing $2\pi/L$ and range $BL$. That makes $BL^2/2\pi$ states per level, or $B/2\pi$ per unit area.

Spin $+1$ shifts the levels to $0,2B,4B,\dots$, and spin $-1$ to $2B,4B,\dots$. In the sum weighted by spin, every nonzero level cancels. Doing this in both planes leaves the common zero modes, whose chirality is $-(+1)(+1)=-1$:

$$\mathcal A_M=-\frac{eF_{12}}{2\pi}\,\frac{eF_{34}}{2\pi}\,f(0).$$

The general formula agrees. The contraction $\epsilon FF$ contains $F_{12}F_{34}$ eight times (two orientations of each pair and two orders of the pairs), and $8/32\pi^2=1/4\pi^2$. For uniform fields the cutoff drops out even at finite $M$. If direction 4 is read as Euclidean time, this is a magnetic field along axis 3 with a parallel Euclidean electric field; a real $F_{34}$ corresponds to an imaginary electric field in real time.

**Q:** So is the anomaly just a count of zero modes?

**A:** Its integral is. For $\lambda_n\neq0$, $\gamma_5\varphi_n$ is a mode with eigenvalue $-\lambda_n$, hence orthogonal to $\varphi_n$, and $\int\varphi_n^\dagger\gamma_5\varphi_n=0$. Thus $\int\mathcal A_M=f(0)(n_+-n_-)$, where $n_\pm$ count the zero modes of chirality $\pm1$. The local density contains more: it can be nonzero where the integral vanishes.

The mass term deserves care here. As $m\to0$ in a finite box, nonzero modes drop out of $2m\langle P\rangle$, but zero modes leave $-2\sum_0\varphi_0^\dagger\gamma_5\varphi_0$. Integrated, this cancels $2\int\mathcal A$, as it must, since a divergence integrates to zero on a closed box.

In the opposite limit of large $m$, combine the modes $\pm\lambda_n$, which have equal $\varphi^\dagger\gamma_5\varphi$. After the cutoff is removed,

$$2m\langle P\rangle=-2\sum_n\frac{m^2}{\lambda_n^2+m^2}\,\varphi_n^\dagger\gamma_5\varphi_n .$$

This is $-2\mathcal A_M$ with $f=1/(1+s)$ and $M=m$. That $f$ falls too slowly for the sum to converge absolutely, but it has $g(t)=e^{-t}$, and $\int_0^\infty dt\,e^{-t}h(t/m^2)$ converges because $h$ is finite as $\tau\to0$ and bounded at large $\tau$. As $m\to\infty$ this integral tends to $h(0)=\mathcal A$, so $2m\langle P\rangle\to-2\mathcal A$ and the divergence of the axial current of a very heavy field vanishes.

**Q:** Uniform fields are too kind, because the cancellation is complete level by level. Show me a field where the cutoff can do damage.

**A:** Take a four-torus of side $2\pi$ in units of $1/q$, where $q$ is the wavenumber of the field, with

$$eF_{12}=1.5\cos x_1,\qquad eF_{34}=0.8\cos x_3\qquad(\text{units }q^2).$$

The total flux is zero, so the integrated anomaly vanishes. At $x_1=0.7$, $x_3=0.4$ the fields are $1.1473$ and $0.7368$, and the formula gives

$$\mathcal A=-\frac{1.1473\times0.7368}{4\pi^2}=-0.02141\,q^4,\qquad 2\mathcal A=-0.04283\,q^4 .$$

The second number is the anomaly term in the divergence. It is not the whole divergence at small mass. With periodic fields and $eA_2=a\sin x_1$, $a=1.5$, the plane operator at $p=0$ is $-\partial_1^2+a^2\sin^2x_1\mp a\cos x_1$ for spin $\pm1$, and it annihilates $e^{\pm a\cos x_1}$; the 34 plane works alike. These zero modes have a nonzero local chirality density, so a small-mass field also has the zero-mode term just described.

The operator is a sum of two commuting plane operators, so its modes are products. The numerical check diagonalizes each plane and adds the modes with weight $-s_{12}s_{34}f$, where $s_{12},s_{34}$ are the spins. That sum does not use the anomaly formula.

**Q:** At finite $M$ you should miss the limit. By how much?

**A:** By an amount we can derive. Let $W(\tau)$ be the spin-weighted diagonal heat kernel in the 12 plane, with $B(x_1)=eF_{12}$. Reversing the field is equivalent to complex conjugation plus exchange of the spins, so $W$ is odd in the field. At first order the orbital terms are the same for both spins and cancel. The spin term $-\Sigma_{12}B$ contributes twice:

$$W(\tau)\simeq2\int_0^\tau dv\int d^2y\,K_{\tau-v}(x-y)\,B(y)\,K_v(y-x),\qquad K_v(r)=\frac{e^{-r^2/4v}}{4\pi v}.$$

I drop paths winding round the torus, which are suppressed by $e^{-\pi^2/\tau}$. The product of the two Gaussians is $K_w(x-y)/(4\pi\tau)$ with $w=v(\tau-v)/\tau$, and smearing a cosine of unit wavenumber with $K_w$ multiplies it by $e^{-w}$. With $v=u\tau$,

$$W(\tau)\simeq\frac{B(x_1)}{2\pi}\int_0^1du\,e^{-\tau u(1-u)}=\frac{B(x_1)}{2\pi}\Big(1-\frac\tau6+\frac{\tau^2}{60}-\dots\Big).$$

Terms cubic in the field first enter at order $\tau^3$: by dimension $B^3$ would come with $\tau^2$, but the uniform field shows that it is absent. At $\tau=1/16$ the modes give $0.989645$ for $2\pi W/B$, and the integral gives $0.989648$.

Both planes together give $h=\mathcal A(1-\tau/6+\dots)^2$, so $h_1=-\mathcal A/3$ and

$$\frac{\mathcal A_M}{\mathcal A}=f(0)+\frac{f'(0)}{3M^2}+O(M^{-4}),$$

with $M$ in units of $q$. The mode sums give these ratios:

| $f(s)$ | $f'(0)$ | $M=4$ | $M=6$ | extrapolated |
|---|---|---|---|---|
| $e^{-s}$ | $-1$ | 0.9794 | 0.9908 | 0.9999 |
| $e^{-s^2}$ | 0 | 0.9995 | 0.9999 | 1.0002 |
| $(1+3s)e^{-s^2}$ | 3 | 1.0620 | 1.0277 | 1.0002 |
| $s\,e^{-s}$ | 1 | 0.0204 | 0.0092 | 0.0002 |

The first three functions have $f(0)=1$; the last has $f(0)=0$. For $e^{-s}$ at $M=4$ the prediction is $1-1/48=0.9792$, against $0.9794$ from the modes. The third function rises above 1 before it falls, and it approaches the limit from above, as its positive $f'(0)$ requires.

**Q:** The second row has $f'(0)=0$ and still misses by $0.0005$ at $M=4$. Is that numerical error?

**A:** No, it is the next order. The $\tau^2$ coefficient in $h/\mathcal A$ is $1/36+2/60=11/180$, and it enters $\mathcal A_M/\mathcal A$ multiplied by $f''(0)/M^4$. For $e^{-s^2}$, $f''(0)=-2$, so the shift at $M=4$ is $-2(11/180)/256=-0.0005$. The extrapolation removes the $M^{-2}$ term but not this one, and a term $c/M^4$ survives it as $c\,(1/36-1/16)/20=-c/576$. With $c=\frac{11}{180}f''(0)$ this is $+0.0002$ for the last three rows, where $f''(0)=-2$, and $-0.0001$ for $e^{-s}$, where $f''(0)=1$, as the last column shows.

**Q:** And the last row? It is also a smooth, covariant cutoff function, yet it gives no anomaly.

**A:** It gives every mode far below $M$ a weight near zero, so it does not regulate the original sum. The condition $f(0)=1$ carries the physics: long-wavelength modes must be counted in full. Once that holds, and the regulator is a smooth and sufficiently decaying function of $-\not D^2/M^2$, the shape of $f$ affects how the limit is approached and not its value. The derivation does not cover a step function, whose derivatives are singular, or a quantized photon field, for which the operators themselves need renormalization.

## Values computed for the example and the checks

```
Momentum integral of f''(k^2), times 16 pi^2 (dimensionless):
  exp(-s)                1.000000
  exp(-s^2)              1.000000
  (1+3s)exp(-s^2)        1.000000
  s exp(-s) [control]   -0.000000
  (1+s)^-3               1.000000
Uniform field, lowest levels of -Dslash^2 in one plane (units eB):
  spin +1: 0.000 2.000 4.000 6.000
  spin -1: 2.000 4.000 6.000 8.000
  chirality of the unpaired zero mode: -1
Torus example (q = field wavenumber):
  amplitudes of eF12, eF34: 1.5, 0.8 q^2
  point: x1 = 0.7, x3 = 0.4 (units 1/q)
  eF12 = 1.147263 q^2, eF34 = 0.736849 q^2
  modes kept per plane: 6314, 6310
  anomaly density A from formula: -0.0214132 q^4
  massless divergence 2A:         -0.0428264 q^4
  one-plane heat kernel / (eF12/2pi) at t = 0.0625 q^-2:
    modes 0.989645, form factor 0.989648
Regulated density A_M (q^4), ratio A_M/A, predicted ratio:
  f = exp(-s): f(0) = 1, f'(0) = -1
    M = 4 q: -0.0209722  0.979403  0.979167
    M = 6 q: -0.0212159  0.990788  0.990741
    extrapolated ratio: 0.99990
  f = exp(-s^2): f(0) = 1, f'(0) = 0
    M = 4 q: -0.0214031  0.999526  1.000000
    M = 6 q: -0.0214112  0.999906  1.000000
    extrapolated ratio: 1.00021
  f = (1+3s)exp(-s^2): f(0) = 1, f'(0) = 3
    M = 4 q: -0.0227402  1.061973  1.062500
    M = 6 q: -0.0220059  1.027679  1.027778
    extrapolated ratio: 1.00024
  f = s exp(-s) [control]: f(0) = 0, f'(0) = 1
    M = 4 q: -0.0004361  0.020364  0.020833
    M = 6 q: -0.0001963  0.009166  0.009259
    extrapolated ratio: 0.00021
```
